\section*{Anharmonic vacancy free energy by thermodynamic integration from a harmonic reference}

\section{Result}

For classical nuclei in a periodic cell of $N$ sites and volume $V$, with the vacancy held on one labelled site, the anharmonic part of the vacancy formation free energy is
\begin{equation}
A_f=A_{\rm vac}-\frac{N-1}{N}A_{\rm bulk},\qquad
A=\int_0^1\langle U-U_h\rangle_\lambda\,d\lambda .
\label{result}
\end{equation}
Here $U$ is the full potential energy and $U_h$ its second-order expansion about the relaxed minimum of the same cell. The average is taken at temperature $T$ with $U_\lambda=U_h+\lambda(U-U_h)$. The factor $(N-1)/N$ scales the bulk free energy to the $N-1$ atoms of the vacancy cell.

Each $A$ needs no centre-of-mass correction, but the absolute harmonic terms do. The integral must stay in one basin: hops of the vacancy are counted elsewhere. Both $A$'s grow as $N$ and their errors as $\sqrt N$, while $A_f$ stays of order one. For a model fcc metal at 800 K with $N=32$, $A_f=-20.8\pm1.9$ meV, which at fixed volume raises the vacancy concentration by a factor 1.35.

\section{The naive scheme}

With $\Delta U=U-U_h$ and $\beta=1/kT$, let $F(\lambda)=-kT\ln\int e^{-\beta(U_h+\lambda\Delta U)}$, leaving out factors independent of $\lambda$. Differentiating the logarithm gives
\begin{equation}
\frac{dF}{d\lambda}=\frac{\int\Delta U\,e^{-\beta U_\lambda}}{\int e^{-\beta U_\lambda}}
=\langle\Delta U\rangle_\lambda .
\end{equation}
A second derivative acts on numerator and denominator:
\begin{equation}
\frac{d^2F}{d\lambda^2}=-\beta\left(\langle\Delta U^2\rangle_\lambda-\langle\Delta U\rangle_\lambda^2\right)\le0 .
\label{slope}
\end{equation}
The integrand therefore falls with $\lambda$, and $\langle\Delta U\rangle_1\le A\le\langle\Delta U\rangle_0$.

The naive scheme runs molecular dynamics at a few $\lambda$ in each cell, integrates, adds the harmonic free energy of the nonzero modes and subtracts. Four things go wrong: modes are miscounted, the integrand may diverge at $\lambda=0$, hops distort it at $\lambda=1$, and the error grows with the cell.

\section{Centre of mass}

Let $n$ be the number of atoms and $R$ their centre of mass. For each Cartesian direction the normalized uniform displacement has components $1/\sqrt n$, so its coordinate is $q_0=\sum_i r_i/\sqrt n=\sqrt n\,R$. An orthogonal change of coordinates has unit Jacobian, hence
\begin{equation}
d^{3n}r=n^{3/2}\,d^3R\,d^{3n-3}q .
\end{equation}
$U$ and $U_h$ do not depend on $R$. The integral over $R$ is the same factor at every $\lambda$ and drops out of $A$. This would fail for a reference that ties atoms to fixed sites: $U_h$ would then depend on $R$.

The absolute free energy needs the range of $R$. In the bulk, $N!$ labelled assignments of atoms to sites fall into groups of $N$ related by lattice translations, which the integral over $R$ already visits. Dividing by $N!$ for identical atoms leaves $(N!/N)V/N!=V/N\equiv v_0$. With a vacancy there are $N!$ ways to place $N-1$ atoms on $N$ sites; dividing by $N$ and by $(N-1)!$ leaves $V$. That counts all $N$ vacancy positions, so one position again has $v_0$.

Let $m$ be the atomic mass and $\Lambda=\hbar\sqrt{2\pi/(mkT)}$. A mode of stiffness $\kappa_i=m\omega_i^2$ contributes $\sqrt{2\pi kT/\kappa_i}/\Lambda=kT/(\hbar\omega_i)$. Therefore
\begin{equation}
F=U_{\min}+kT\sum_{i=1}^{3n-3}\ln\frac{\hbar\omega_i}{kT}
-kT\ln\frac{v_0n^{3/2}}{\Lambda^3}+A .
\label{absolute}
\end{equation}
The formation free energy is $F_f=F_{\rm vac}-\frac{N-1}{N}F_{\rm bulk}$. In its mode sums the coefficient of $kT\ln\hbar$ is
\begin{equation}
3(N-2)-\frac{N-1}{N}\,3(N-1)=-\frac3N .
\end{equation}
A classical formation free energy cannot depend on $\hbar$. The centre-of-mass terms repair this: each contains $+3kT\ln\hbar$, and their difference has coefficient $3-3(N-1)/N=3/N$. Their full contribution is
\begin{equation}
-kT\left[\frac1N\ln\frac{v_0}{\Lambda^3}
+\frac32\left(\ln(N-1)-\frac{N-1}{N}\ln N\right)\right].
\end{equation}
Since $\ln(N-1)\simeq\ln N-1/N$, the second part tends to $-\frac32kT(\ln N-1)/N$. The term vanishes for large cells, but slowly.

\section{The end at $\lambda=0$}

Harmonic sampling lets atoms overlap. Suppose a pair has a repulsive core $\epsilon(s/r)^{M}$ in $d$ dimensions, with $M>d$, and the reference has a nonzero probability density $\rho(0)$ at contact. Let $g=\beta\epsilon s^M$, and let $Z(\lambda)=\int\rho\,e^{-\lambda g r^{-M}}d^dr$. Substituting $r=(\lambda g)^{1/M}x$ gives, for small $\lambda$,
\begin{equation}
Z(0)-Z(\lambda)\simeq\rho(0)(\lambda g)^{d/M}\int\left(1-e^{-x^{-M}}\right)d^dx .
\end{equation}
The last integral converges at large $x$ because $M>d$. The integrand of the free energy is $-kT\,d\ln Z/d\lambda\propto\lambda^{d/M-1}$, which diverges at zero but can be integrated. With $\lambda=t^{M/d}$ one has $d\lambda\propto t^{M/d-1}dt$, which cancels the leading singularity $t^{1-M/d}$.

A test case has core energy $kT\,r^{-12}$ and a three-dimensional Gaussian of unit variance per direction, centred a distance 2 from the core. The computed exponent is $-0.7500$, as $3/12-1$ requires. The free energy is $0.04865\,kT$. Eight Gauss points in $\lambda$ miss it by $-0.011\,kT$, or 23\%; eight points in $t$ miss it by $6\times10^{-7}kT$.

In the crystal below the repulsion is exponential and finite at $r=0$. Its average at $\lambda=0$ is finite, so a closed rule that includes the end points is allowed.

\section{The end at $\lambda=1$}

At $\lambda=1$ nothing ties an atom to its site. If it hops into the vacancy it finds an equivalent well, where $U$ is as low as before but $U_h$ has some large value $E$. Treating $E$ as constant, the weight of the second well relative to the first is $w=e^{-\beta(1-\lambda)E}$, and there $\Delta U\simeq-E$. The extra integrand is $-Ew/(1+w)$. With $y=\beta(1-\lambda)E$ and $\beta E\gg1$ its area is
\begin{equation}
-kT\int_0^{\infty}\frac{e^{-y}}{1+e^{-y}}\,dy=-kT\ln2 .
\end{equation}
The area is modest, but it sits in a layer of width about $kT/E$ and reaches depth $-E/2$.

Consider $U=\frac B2[1-\cos(2\pi x/D)]$ with $B=0.7$ eV and two wells a distance $D$ apart. Its expansion about $x=0$ is $U_h=\frac B4(2\pi/D)^2x^2$, so $E=U_h(D)=\pi^2B=6.91$ eV. At 800 K, $kT=68.94$ meV and the layer width is 0.010. Fine integration gives $-1.9$ meV for one well and $-49.7$ meV for two; the difference equals $-kT\ln2=-47.8$ meV. The five-point closed rule used below gives $-174.6$ meV for two wells. Its end weight of 0.05 multiplies $-E/2$ and contributes about $-173$ meV.

On a lattice held in place, and with exchanges of identical atoms counted once, letting the vacancy visit all $N$ sites would add $-kT\ln N$. That is the placement entropy, already counted when the concentration per site is written $e^{-G_f/kT}$. With labelled atoms and the centre of mass removed, as in the sampling below, hops connect $N!/N=(N-1)!$ equivalent basins instead, and these are already counted in the factor $v_0$. Either way the integral must be restricted to one basin.

The model below keeps a fixed list of bonded neighbours, so a hopped atom finds no equivalent well. Its potential is bounded when all bonds are stretched far apart, so the unrestricted integral at $\lambda=1$ diverges. The results refer to the metastable crystal basin.

\section{Sampling without a time-step bias}

Write displacements as $u=\sum_i e_i\sqrt{kT/\kappa_i}\,z_i$, where $e_i$ are the normalized nonzero modes. Uniform translation is absent by construction, and $\beta U_h=\frac12|z|^2$ apart from a constant. With $W=\beta\Delta U$ and auxiliary momenta $p$, take
\begin{equation}
H=\tfrac12|z|^2+\tfrac12|p|^2+\lambda W(z).
\end{equation}
A step of angle $h$ is a half kick $p\to p-\frac h2\lambda\nabla W$, the rotation
\begin{equation}
z'=z\cos h+p\sin h,\qquad p'=p\cos h-z\sin h,
\end{equation}
and another half kick. The step is reversible and preserves volume, so accepting a trajectory with probability $\min(1,e^{H_{\rm old}-H_{\rm new}})$ leaves the desired distribution unchanged. Fresh momenta are drawn for every trajectory. Four steps of $\pi/8$ make a quarter turn. At $\lambda=0$ this gives $z'=p$, an independent sample.

The sampling, the $\lambda$ integral and the mass-centre factor can be tested together on a ring of eight particles in one dimension with $kT=1$. Bond deviations $y$ have energy $\frac12ky^2-0.15y^3+0.05y^4$, with $k=0.4$ for one bond and 1 for the others. The ring length is fixed, so $\sum y=0$. Writing $\delta(\sum y)=\frac1{2\pi}\int e^{i\tau\sum y}d\tau$ turns the configuration integral into a single integral over a product of Fourier transforms. It gives $F=-5.1352$. The harmonic term, including the one-dimensional mass-centre factor $\sqrt8$, is $-5.7651$; integration over $\lambda$ adds $0.6319\pm0.0030$. Their sum, $-5.1332$, agrees within one standard error. Omitting the factor would shift it by $\frac12\ln8=1.04$.

\section{Error of the difference}

Distant parts of a crystal fluctuate nearly independently, so the variance of $\Delta U$ grows as $N$. With $S$ independent samples the error of each $A$ scales as $\sqrt{N/S}$. The two cells are sampled independently, hence
\begin{equation}
\sigma_f^2=\sigma_{\rm vac}^2+\left(\frac{N-1}{N}\right)^2\sigma_{\rm bulk}^2 .
\label{error}
\end{equation}
A fixed error in $A_f$ needs $S\propto N$. Each energy evaluation costs at least of order $N$, so the work grows at least as $N^2$.

To measure $\sigma$, many independent walkers pass through all $\lambda$ values in turn. Each walker supplies its own complete integral, and the scatter of these integrals divided by the square root of the number of walkers is the error. Correlations in time and between neighbouring $\lambda$ are thereby included in the error. A bias carried over from the previous $\lambda$ is not seen in the scatter, so trajectories are discarded after each change of $\lambda$: eight for $N=32$, where the autocorrelation of $\Delta U$ at $\lambda=1$ in the vacancy cell is below 0.01 after four. For the 32- and 108-site bulk cells below, the resulting variances are about 1.3 and 1.6 times those obtained by treating all samples as independent; with 200 and 100 walkers these ratios are themselves uncertain by about 10 and 14\%.

\section{A model metal at 800 K}

The energy is a second-moment form over nearest neighbours $j$ of atom $i$,
\begin{equation}
U=\sum_i\left[\sum_jA_0e^{-p_0(r_{ij}/r_0-1)}
-\xi\Bigl(\sum_je^{-2q_0(r_{ij}/r_0-1)}\Bigr)^{1/2}\right],
\end{equation}
with $p_0=10$, $q_0=2.5$, cohesive energy $E_c=3.5$ eV and static lattice parameter 0.360 nm, so $r_0=0.2546$ nm. For twelve neighbours at $r_0$, the energy condition is $\sqrt{12}\,\xi-12A_0=E_c$ and zero slope requires $12p_0A_0=\sqrt{12}\,q_0\xi$. Eliminating $A_0$ gives $\sqrt{12}\,\xi=E_c/(1-q_0/p_0)$, so $\xi=1.347$ eV and $A_0=0.0972$ eV.

Minimizing the quasi-harmonic free energy of the 32-site cell gives a lattice parameter of 0.3668 nm at 800 K; larger cells give 0.3669 nm. Both cells use it. With 6000 samples per $\lambda$ and cell, the integrands for $N=32$ are, in meV:
\begin{center}
\begin{tabular}{lrrrrr}
$\lambda$ & 0 & 0.173 & 0.5 & 0.827 & 1\\
weight & 0.050 & 0.272 & 0.356 & 0.272 & 0.050\\
bulk & 423.1 & 286.7 & 131.0 & 16.1 & $-50.5$\\
vacancy & 428.5 & 271.8 & 108.0 & $-23.9$ & $-102.5$
\end{tabular}
\end{center}
The weighted sums are $A_{\rm bulk}=147.6\pm1.3$ and $A_{\rm vac}=122.2\pm1.4$ meV, so
\begin{equation}
A_f=122.2-\tfrac{31}{32}(147.6)=-20.8\pm1.9\ \text{meV}.
\end{equation}
The Bennett acceptance ratio, which finds free-energy differences between neighbouring $\lambda$ without quadrature, gives $-20.7$ meV from the same samples. It checks the five-point rule, not the sampling. A separate sampling check is $\langle z\cdot\nabla_zH\rangle=3n-3$, from integration by parts. For the vacancy cell at $\lambda=1$ it gives $89.5\pm0.2$ against 90, a deviation of a little over two standard errors; a longer run gives $89.97\pm0.13$.

At low temperature and fixed volume, let $U_3$ and $U_4$ be the cubic and quartic terms of $U$. Since $u\propto\sqrt T$ and $\langle U_3\rangle_0=0$, leading order gives
\begin{equation}
\langle\Delta U\rangle_\lambda\simeq\langle U_4\rangle_0-\frac{\lambda}{kT}\langle U_3^2\rangle_0,
\qquad
A\simeq\langle U_4\rangle_0-\frac{\langle U_3^2\rangle_0}{2kT}\propto T^2 .
\end{equation}
This integrand is linear in $\lambda$. At 800 K the bulk value at midpoint is 131 meV, while the mean of its ends is 186 meV, so leading order does not suffice here.

For $N=108$, with 800 samples per $\lambda$ and cell, $A_f=-22.6\pm11.0$ meV: consistent, but too noisy to establish convergence with size. The spread of $\Delta U$ in the bulk at $\lambda=0.5$ grows by 1.90, against $\sqrt{107/31}=1.86$ from the mode count. Reaching 1 meV would take about $2.2\times10^4$ samples per $\lambda$ and cell for $N=32$ and $9.6\times10^4$ for $N=108$.

The mode sums contribute $-114.3$ and $-129.6$ meV to $F_f$ in the two sizes, and the centre of mass $-29.9$ and $-10.0$ meV. Their totals, $-144.1$ and $-139.6$ meV, differ by less than either part does; at $N=500$ the total is $-138.1$ meV. For $N=32$,
\begin{equation}
F_f=1.2991-0.1143-0.0299-0.0208=1.134\ \text{eV}.
\end{equation}

\section{From constant volume to zero pressure}

Let $P$ be the bulk pressure, $B$ the bulk modulus and $v$ the volume change that brings the vacancy cell to $P$. Its initial pressure is $P+Bv/V$, so linear elasticity gives
\begin{equation}
F_{\rm vac}(V+v)=F_{\rm vac}(V)-Pv-\frac{Bv^2}{2V}.
\end{equation}
Adding $P(V+v)$ and subtracting the bulk share $\frac{N-1}{N}(F_{\rm bulk}+PV)$ yields $G_f(P)=F_f+Pv_0-Bv^2/(2V)$. The formation volume is $v_0+v$; to first order in $P$, moving to zero pressure subtracts $P(v_0+v)$:
\begin{equation}
G_f(0)\simeq F_f-Pv-\frac{Bv^2}{2V}.
\end{equation}
The sampled pressure is $-0.47$ GPa. It is not zero because the quasi-harmonic lattice parameter omits $-\partial A_{\rm bulk}/\partial V$. Static energies alone, at the expanded lattice, give $B=99$ GPa and $v=-0.064v_0$, with corrections of $-2.3$ and $-0.5$ meV. The numerical output uses these values and so prints $G_f=1.131$ eV and a concentration of $7.5\times10^{-8}$ per site. They leave out the change in thermal pressure when an atom is removed, which is larger than the static part. With the full pressures of both cells at 800 K, $v\simeq-0.19v_0$ and $B\simeq97$ GPa, and the corrections are about $-7$ and $-4$ meV. Thus, for $N=32$, $G_f\simeq1.123$ eV and the concentration is $e^{-1.123/0.06894}\simeq8.4\times10^{-8}$ per site. These values are not converged with cell size. In the quasi-harmonic approximation, with the volumes of both cells relaxed to zero pressure, $G_f$ rises by 9, 11 and 12 meV on going to $N=108$, 256 and 500, which lowers the concentration by 12, 15 and 16\%.

\section{Relation to copper}

The parameters lie in the regime of copper, whose measured vacancy formation energy is roughly 1.2--1.3 eV. The value to compare is the model's static formation energy at zero pressure, 1.21 eV, with a relaxation volume of $-0.21v_0$; the 1.2991 eV above belongs to the expanded lattice, where the static pressure is $-6.5$ GPa. At the static lattice $C_{11}$, $C_{12}$ and $C_{44}$ are 178, 111 and 67 GPa, the last two below copper's by roughly 10 and 20\%. The model's relaxation volume at 800 K, about $-0.19v_0$, lies just outside the range of roughly $-0.2$ to $-0.3$ site volumes expected for copper. At $-0.25v_0$, with $P$ and $B$ held fixed, the two corrections would become about $-9$ and $-7$ meV. The quasi-harmonic expansion from the static lattice is 1.9\%, and about 1.7\% once the sampled pressure is released. Copper expands by roughly 1.3\% from 0 K to 800 K, or about 1.5\% from the static lattice when zero-point expansion is included.

Harmonic quantum corrections are $-0.6$ meV. A rough density of 0.3 electronic states per eV and atom gives an electronic free energy of about 2 meV per atom in size, setting the scale of that omission. The fixed neighbour list is a further limit. The closest unlisted pair among the 1200 stored configurations of the vacancy cell was at 0.271 nm, near the neighbour distance of 0.259 nm, where a real metal would have a strong interaction. Such approaches are rare: about 0.1\% of configurations have an unlisted pair below 0.28 nm, in the bulk cell as in the vacancy cell, and the typical closest pair is at 0.32 nm. Its effect, and that of farther-neighbour forces, is not determined here. For scale, an error of 0.1 eV in the formation energy changes the concentration by $e^{0.1/0.06894}\simeq4.3$, more than the fixed-volume anharmonic factor of 1.35. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 800 K, kT 68.94 meV, mass 63.5 u
cohesive energy 3.5 eV, p 10.0, q 2.5, a static 0.36 nm
derived A 0.09722 eV, xi 1.34715 eV, r0 0.25456 nm
a at temperature 0.36676 nm, site volume 0.012333 nm^3
lambda nodes [0.      0.17267 0.5     0.82733 1.     ] weights [0.05    0.27222 0.35556 0.27222 0.05   ]
ring: harmonic F -5.76507 kT, exact full F -5.13523 kT
ring: TI part 0.63192 +- 0.00297 kT
ring: harmonic + TI -5.13315 kT
core r^-12: exponent of integrand at lambda->0 -0.7500
core: exact F 0.04865 kT, 8-node error plain -1.12e-02 kT
core: 8-node error with lambda=t^4 6.01e-07 kT
hop toy: barrier 0.7 eV, U_h at second well 6.909 eV
hop toy: layer width kT/U_h 0.0100 (in lambda)
hop toy: TI one well -1.919 meV, two wells -49.704 meV
hop toy: difference -47.785 meV, -kT ln2 -47.785 meV
hop toy: 5-node closed rule, two wells -174.64 meV
hop toy: slope -0.00061 eV, -variance/kT -0.00061 eV
--- N = 32 sites, 6000 samples per lambda and cell
static formation energy 1.2991 eV
harmonic modes -114.25 meV, centre of mass -29.86 meV
hbar x10 without centre of mass shifts F_f -14.88 meV
bulk integrand (meV) [423.1 286.7 131.   16.1 -50.5]
vacancy integrand (meV) [ 428.5  271.8  108.   -23.9 -102.5]
A bulk 147.62 +- 1.34 meV, per atom 4.613 meV
A vacancy cell 122.18 +- 1.39 meV
A_f -20.83 +- 1.90 meV, Bennett -20.70 meV
spread of U-U_h at lambda=0.5, bulk 162.3 meV
acceptance 0.956, error^2 / independent-sample value 1.28
mode count from virial 89.46 +- 0.23, expected 90
samples per lambda for 1 meV error in A_f 2.18e+04
--- N = 108 sites, 800 samples per lambda and cell
static formation energy 1.2972 eV
harmonic modes -129.57 meV, centre of mass -10.02 meV
hbar x10 without centre of mass shifts F_f -4.41 meV
bulk integrand (meV) [1489.7  986.1  397.9   -9.8 -270.1]
vacancy integrand (meV) [1478.7  983.2  374.1  -60.3 -336.9]
A bulk 468.24 +- 7.90 meV, per atom 4.336 meV
A vacancy cell 441.34 +- 7.69 meV
A_f -22.56 +- 10.98 meV, Bennett -22.83 meV
spread of U-U_h at lambda=0.5, bulk 308.3 meV
acceptance 0.912, error^2 / independent-sample value 1.60
mode count from virial 318.20 +- 1.32, expected 318
samples per lambda for 1 meV error in A_f 9.64e+04
--- spread ratio 108/32 1.900, sqrt law 1.858
N=32: F_f 1.1341 eV, G_f at zero pressure 1.1313 eV
vacancy concentration 7.463e-08 per site
concentration factor from A_f 1.353, relative error 0.028
bulk pressure -0.468 +- 0.021 GPa, static modulus 98.9 GPa
relaxation volume -0.064 site volumes
pressure term -2.31 meV, elastic term -0.49 meV
quantum nuclei, harmonic -0.582 meV
electronic size 2.35 meV/atom (rough 0.3 states/eV/atom)
closest unlisted pair 0.2707 nm, neighbour distance 0.2593 nm
\end{verbatim}
